# Why hydroxide precipitates at a plating cathode when buffer diffusion runs out

## The pH to put into the solubility test

A calculation of the highest usable current of a plating bath has to decide which pH goes into the solubility product of the metal hydroxide. Take a bath at pH 4 with 0.5 mol/L of a divalent metal ion and a solubility product of \(10^{-15}\) (mol/L)³. At the bulk pH the ion product is \(0.5\times(10^{-10})^2=5\times10^{-21}\) (mol/L)³, far below saturation, and no current would seem able to cause precipitation. Yet with 90% of the current going to metal, the model below keeps the cathode clear at 30 mA/cm² and forms hydroxide at 50 mA/cm².

The difference lies in a layer about 100 µm thick. Hydrogen evolution removes protons at the cathode, and diffusion must replace them. The buffer holds the surface pH down as long as its acid form arrives fast enough. When that flux is used up, a small further rise in current moves the surface pH by several units.

## The proton balance

Let \(x\) run from the bulk edge of a stagnant layer, \(x=0\), to the cathode, \(x=\delta\). Fluxes \(J\) toward the cathode and cathodic current densities are positive. The bath contains a weak acid HB and its base B⁻. An excess of inert salt is assumed to carry the ionic current, so that each species moves by diffusion, \(J_k=-D_k\,dc_k/dx\). Chemical symbols in italics denote concentrations, and subscripts \(b\) and \(s\) mean bulk and surface.

Three reactions exchange protons within the layer:

- HB ⇌ H⁺ + B⁻, with net rate \(r_1\);
- H₂O ⇌ H⁺ + OH⁻, with net rate \(r_2\);
- HB + OH⁻ ⇌ B⁻ + H₂O, with net rate \(r_3\).

In steady state the flux of a species grows along \(x\) by what the reactions produce:

\[
\frac{dJ_H}{dx}=r_1+r_2,\qquad
\frac{dJ_{HB}}{dx}=-r_1-r_3,\qquad
\frac{dJ_{OH}}{dx}=r_2-r_3 .
\]

Adding the first two and subtracting the third cancels every rate. Hence \(J_H+J_{HB}-J_{OH}\) is uniform, however fast or slow the reactions are.

Its value is fixed at the cathode. Hydrogen may form from H⁺, from HB (leaving B⁻) or from water (leaving OH⁻). Per electron, these routes consume one H⁺, consume one HB, or send one OH⁻ away from the cathode. Each contributes \(+1\) to the combination, so with hydrogen current density \(i_H\)

\[
J_H+J_{HB}-J_{OH}=\frac{i_H}{F}.
\]

Inserting the diffusion law and integrating from \(0\) to \(\delta\) gives

\[
i_H=\frac{F}{\delta}\Big[D_H(H_b-H_s)+D_{HB}(HB_b-HB_s)+D_{OH}(OH_s-OH_b)\Big]. \tag{1}
\]

The last sign is reversed because hydroxide leaving the cathode does the same work as acid arriving.

## How much acid the buffer can give

The buffer is neither deposited nor destroyed, so the total flux of HB and B⁻ vanishes at the cathode. The reactions merely convert one into the other, so it vanishes throughout the layer, and \(D_{HB}HB+D_BB\) is uniform.

If acid-base reactions are fast compared with diffusion, then \(H\,B=K_aHB\) and \(H\,OH=K_w\) locally. Putting \(B_s=K_aHB_s/H_s\) into the uniform combination gives

\[
HB_s=\frac{D_{HB}HB_b+D_BB_b}{D_{HB}+D_BK_a/H_s}. \tag{2}
\]

With \(OH_s=K_w/H_s\), equations (1) and (2) contain one unknown, \(H_s\). As \(H_s\) falls, every term in (1) rises, so each hydrogen current has one surface pH.

Integrating to \(x=\xi\delta\) instead of \(\delta\) gives the same equation with \(i_H\) replaced by \(\xi i_H\). The pH halfway through the layer is therefore the surface pH that half the hydrogen current would produce. The layer is a titration curve laid out in space.

Two limits show its shape. While HB remains at the surface, the hydroxide term is negligible in an acidic bath and the pH follows the ratio \(B_s/HB_s\). The supply of acid ends near

\[
i_{\lim}=\frac{F}{\delta}\left(D_HH_b+D_{HB}HB_b\right), \tag{3}
\]

where \(H_s\) and \(HB_s\) have become small. Well above this current, hydroxide must carry the rest. Dropping the small \(H_s\), \(HB_s\) and \(OH_b\) in (1) leaves

\[
OH_s\simeq\frac{(i_H-i_{\lim})\delta}{FD_{OH}}. \tag{4}
\]

This is the pH the surface would reach if no solid formed.

## The precipitation threshold

Metal deposition takes two electrons per ion, so \(i_M/(2F)=D_M(M_b-M_s)/\delta\), where \(i_M\) is the metal current density. Solving for the surface concentration,

\[
M_s=M_b\left(1-\frac{i_M}{i_L}\right),\qquad i_L=\frac{2FD_MM_b}{\delta}. \tag{5}
\]

Solid M(OH)₂ is stable when \(M_sOH_s^2\ge K_{sp}\). At equality \(OH_s=\sqrt{K_{sp}/M_s}\), and the proton concentration is

\[
H^*=K_w\sqrt{\frac{M_s}{K_{sp}}}. \tag{6}
\]

The threshold hydrogen current \(i_H^*\) is (1) evaluated at \(H_s=H^*\). For a total current density \(i\) and metal current efficiency \(\eta\), \(i_M=\eta i\) and \(i_H=(1-\eta)i\). The critical total current \(i_c\) satisfies

\[
(1-\eta)i_c=i_H^*(\eta i_c). \tag{7}
\]

When nearly all the acid is spent at \(H^*\), a useful estimate is \(i_c\simeq i_{\lim}/(1-\eta)\).

Metal is scarcest where hydroxide is richest, so it must be shown that saturation is reached first at the surface. Let \(S=M\,OH^2/K_{sp}\), and let \(m\) and \(p\) be the fractions of metal and of HB used up at the surface. The metal profile is \(M_b(1-m\xi)\). Where HB carries nearly all the proton flux, its profile is \(HB_b(1-p\xi)\). Since \(OH=K_wB/(K_aHB)\) and \(B\) rises toward the cathode,

\[
\frac{d\ln S}{d\xi}>\frac{2p}{1-p\xi}-\frac{m}{1-m\xi}.
\]

The right side is positive if \(p\ge m\). The surface then saturates first. Close to the metal limiting current, \(m\) approaches 1 and the whole profile has to be inspected.

## A bath at 30 and 50 mA/cm²

The example uses round values: pH 4, \(\mathrm{p}K_a=4.8\), total buffer 50 mmol/L, metal 0.5 mol/L, \(\delta=100\) µm and \(\eta=0.9\). The equilibrium constants are \(K_w=10^{-14}\) (mol/L)² and \(K_{sp}=10^{-15}\) (mol/L)³. In units of \(10^{-5}\) cm²/s, the diffusivities of H⁺, OH⁻, HB, B⁻ and M²⁺ are 9.3, 5.3, 1.0, 0.8 and 0.7.

In the bulk, \(HB_b=50/(1+10^{-0.8})=43.16\) mmol/L, leaving 6.84 mmol/L of B⁻. For HB, \(FD_{HB}/\delta\) is 0.0965 mA/cm² per mmol/L. Equation (3) becomes

\[
i_{\lim}=0.0965\,(9.3\times0.1+43.16)=4.25\ \text{mA/cm}^2 .
\]

Free H⁺ supplies 0.09 mA/cm² of this, despite its high diffusivity; HB supplies the rest.

At 30 mA/cm², the hydrogen current is 3 mA/cm². Solving (1) and (2) by bracketing the root gives \(HB_s=12.95\) mmol/L and a surface pH of 5.34. Equation (5), with \(i_L=67.5\) mA/cm², gives \(M_s=0.5(1-27/67.5)=0.30\) mol/L. The saturation ratio is \(S=0.0014\). The surface pH has risen by 1.3 units, but hydroxide is far from stable.

Solving (7) in the same way gives \(i_c=42.0\) mA/cm², of which 4.20 mA/cm² is hydrogen. There \(M_s=0.220\) mol/L, the surface pH is 6.83 and 0.56 mmol/L of HB remains. Thus \(p=1-0.56/43.16=0.99\) and \(m=1-0.220/0.5=0.56\), which meets the condition for saturation to begin at the surface.

At 50 mA/cm², hydrogen takes 5 mA/cm², or 0.75 mA/cm² more than the acid can supply. For hydroxide, \(FD_{OH}/\delta=0.511\) mA/cm² per mmol/L. Equation (4) gives \(OH_s=0.75/0.511=1.5\) mmol/L and a pH of 11.2. Precipitation prevents this value from being reached.

## What the solid does to the surface

Each formula unit of M(OH)₂ removes two hydroxide ions. If solid forms at the cathode at rate \(R\) per unit area, the demand left for diffusion falls from \(i_H/F\) to \(i_H/F-2R\). The metal flux rises from \(i_M/(2F)\) to \(i_M/(2F)+R\), as if the metal current were \(i_M+2FR\). With the surface held at saturation,

\[
i_H-2FR=i_H^*(i_M+2FR). \tag{8}
\]

The solid thus acts as a second buffer, paid for in metal ions. At 50 mA/cm², numerical solution of (8) gives a surface pH of 6.90 and \(R=4.1\) nmol/(cm² s). The corresponding \(2FR\) is 0.79 mA/cm², close to the unmet acid demand.

For an assumed molar volume of 24 cm³/mol, a compact film retaining all the solid would grow at about 1 nm/s. A real precipitate may be porous, detach or be buried in the metal, and it may change \(\eta\). The number measures how fast hydroxide is produced, not a predicted coating thickness.

If HB is the species discharged, the surface does not saturate at once. The time-dependent diffusion-reaction equations were solved by finite volumes, starting from uniform solution and switching on 50 mA/cm². Saturation came after 6.4 s, comparable with the buffer diffusion time \(\delta^2/D_{HB}=10\) s. A trial lasting only a few seconds can therefore miss a fault that appears in continuous operation. If water is discharged instead, a skin a few nanometres thick, described below, is supersaturated from the start, and the delay applies to the solution outside it.

## Why a buffer can have the wrong pKa

With the other inputs fixed, removing the buffer lowers \(i_c\) from 42 to 0.90 mA/cm². Replacing it by 50 mmol/L of an acid with \(\mathrm{p}K_a=9.2\) gives 1.0 mA/cm². Almost all of this second acid is in the form HB, but almost none gives up its proton before hydroxide becomes stable.

The best choice follows from the acid actually spent. Let \(C\) be total buffer and \(q=D_B/D_{HB}\). In the bulk \(HB_b=C/(1+K_a/H_b)\) and \(B_b=K_aHB_b/H_b\), so (2) becomes

\[
HB_s=HB_b\frac{1+qK_a/H_b}{1+qK_a/H^*}.
\]

Subtracting this from \(HB_b\) and inserting \(HB_b\),

\[
HB_b-HB_s=
\frac{CqK_a(1/H^*-1/H_b)}{(1+K_a/H_b)(1+qK_a/H^*)}.
\]

At fixed \(H^*\), dividing numerator and denominator by \(K_a\) leaves a denominator

\[
\frac1{K_a}+\frac1{H_b}+\frac q{H^*}+\frac{qK_a}{H_bH^*}.
\]

The spent acid is greatest where this is least. Setting the derivative \(-1/K_a^2+q/(H_bH^*)\) to zero gives

\[
K_a=\sqrt{\frac{H_bH^*D_{HB}}{D_B}}. \tag{9}
\]

For nearly equal diffusivities, the best \(\mathrm{p}K_a\) lies midway between the bulk pH and the precipitation pH. Here it is 5.4. A much stronger acid has already lost its protons in the bulk; a much weaker one keeps them too long. The chosen buffer spends \((43.16-0.56)/50=85\%\) of its total concentration, so changing \(\mathrm{p}K_a\) alone could raise its contribution by at most a factor \(1/0.85\).

The value 9.2 is near that of dilute boric acid. The comparison assumes a simple acid that neither associates with itself nor binds metal, so it is not a verdict on concentrated boric-acid baths where such reactions matter.

## How far a real bath may move the answer

The example lies in the regime of a mildly acidic divalent-metal sulfate or chloride bath with a carboxylic-acid buffer. Its values are rough and typical, not fitted to a particular bath. The sizes below compare several omissions for these numbers. A sulfate bath also contains some bisulfate, which carries protons to the cathode and should be added to the acid supply; it is left out here. With 0.5 mol/L of free sulfate and an effective second \(\mathrm{p}K_a\) between 1.1 and 2.0, it would raise \(i_c\) from 42 to 43–48 mA/cm², and the unbuffered and \(\mathrm{p}K_a=9.2\) values from about 1 to 2–7 mA/cm².

**Metal-buffer complexes.** Suppose M²⁺ and B⁻ form MB⁺ with a binding constant of 5 L/mol. At fixed pH and total buffer, binding ties up base and lowers bulk HB from 43.2 to 32.4 mmol/L. The complex has no acid proton to offer, so (1) keeps its form. Counting it in the metal and buffer balances, with the diffusivity of M²⁺, reduces \(i_c\) to 31.9 mA/cm². This 24% loss nearly removes the margin at 30 mA/cm². Free HB at the operating pH matters more than the amount of buffer added. Binding also moves the best \(\mathrm{p}K_a\) above the value from (9): with the binding constant held fixed it is about 5.8, where \(i_c\) is 44 mA/cm².

**Temperature.** Multiplying all diffusivities by 1.7, \(K_w\) by 5 and \(\delta\) by \(1.7^{1/3}\) represents a warmer bath at the same flow speed. The factor for \(\delta\) assumes laminar flow, in which the layer thickness varies as \(D^{1/3}\); the weaker thinning caused by lower viscosity is left out (a viscosity lower by the same factor 1.7 would add about 9% to \(i_c\)). With the other constants and \(\eta\) unchanged, \(i_c\) rises to 57 mA/cm². Faster diffusion outweighs the rise in \(K_w\), which makes hydroxide stable at a lower pH.

**Solubility and supersaturation.** Multiplying \(K_{sp}\) by 100, equivalent to requiring a hundredfold supersaturation, raises \(i_c\) to 42.5 mA/cm². Dividing it by 100 lowers \(i_c\) to 37.3 mA/cm². The response is weak because little acid is left at the threshold: a higher precipitation pH has almost nothing more to release.

**Migration.** Adding the electric field and electroneutrality to the flux equations, with 1 mol/L of an inert 1:1 salt, gives 41.9 mA/cm². Most of the proton supply is neutral HB, on which the field exerts no direct drift. The metal ion is affected far more: at threshold \(M_s\) is 0.33 instead of 0.22 mol/L, and the metal limiting current rises from 67.5 to about 91 mA/cm².

**Metal hydrolysis.** M²⁺ can also release a proton to form MOH⁺. For a hydrolysis constant of \(10^{-10}\) mol/L, the extra proton supply at threshold is about 0.01 mA/cm², against 4.2 mA/cm² of hydrogen. This counts MOH⁺ only. Hydroxide clusters containing several metal ions, which some metals form in concentrated solution, are left out and could supply more.

**Slow reaction next to the metal.** If water itself is discharged, OH⁻ travels a short distance before HB neutralizes it. Balancing diffusion against reaction at rate constant \(k\), \(D_{OH}\,d^2OH/dy^2=k\,HB_s\,OH\), gives a decay length \(\lambda=\sqrt{D_{OH}/(k\,HB_s)}\), where \(y\) is distance from the metal. For \(k=10^{10}\) L/(mol s) at 30 mA/cm², \(\lambda=6.4\) nm.

The finite-volume solution gives \(S=37\) at 0.5 nm from the metal, but \(S=0.0014\) at 216 nm. Since \(S\) varies as \(OH^2\), it falls by a factor \(e\) over each distance \(\lambda/2\) and drops below 1 about 12 nm from the metal. The equilibrium threshold therefore concerns hydroxide that remains stable farther out. It does not exclude nuclei within these 12 nm, which could be buried in the deposit. The zone widens as \(HB_s\) falls, to about 40 nm at 40 mA/cm² and over 100 nm just below threshold. At the metal itself \(S\) passes 100 near 36 mA/cm², so the hundredfold-supersaturation figure above applies only outside the skin. Whether they form depends on nucleation and on which species is discharged.

The model also fixes \(\delta\) and \(\eta\), and uses one \(\delta\) for all species; with \(\delta\propto D^{1/3}\) referred to HB, the supply by free H⁺ would be about half as large and \(i_L\) about 13% larger. Bubbles can stir the layer and raise supply, whereas recesses with poor flow have a thicker layer. Efficiency generally depends on current and surface pH, so (7) should use its value at the intended current.

## What to change

At fixed bath composition and efficiency, the equations contain current and layer thickness as the product \(i\delta\). Hence \(i_c\propto1/\delta\). To reach the threshold at 50 instead of 42 mA/cm², the layer must be thinned from 100 to 84 µm; safe operation needs it thinner still. Stirring acts directly on the cause and also raises the metal limit.

With the layer left alone, the hydrogen share at 50 mA/cm² must fall below about \(4.2/50=8.4\%\). Efficiency is a strong lever because a change from 90% to 95% halves hydrogen evolution. In this bath \(i_{\lim}/i_L=4.25/67.5=0.063\). If \((1-\eta)/\eta\) is below this ratio, which means \(\eta\) above about 94%, the metal limiting current is reached before the acid supply runs out. This uses the diffusion-only \(i_L\); with migration in 1 mol/L of inert salt the crossover lies between 95 and 96%. Driving the bath past the metal limit then sends the extra current into hydrogen, and the fixed-efficiency calculation no longer applies.

More buffer raises the threshold nearly in proportion while HB dominates the supply, provided its \(\mathrm{p}K_a\) suits (9) and it does not bind too much metal. The gain ends at the metal limiting current, which at 90% efficiency and with diffusion alone is reached before the buffer concentration has been doubled; with migration in 1 mol/L of inert salt it is reached only between 120 and 140 mmol/L of buffer. Lowering the bulk pH raises both \(H_b\) and \(HB_b\), but it may also increase hydrogen evolution. The gain should be judged by comparing the new \(i_{\lim}\) with the new \(i_H\), not by the bulk pH alone.

For a first estimate, measure efficiency at the intended current, estimate \(\delta\) at the least-stirred part of the cathode, and calculate free HB at bath pH. Count only an acid whose \(\mathrm{p}K_a\) lies at least one unit below the precipitation pH; a weaker acid, such as the one with \(\mathrm{p}K_a=9.2\) above, would make (3) far too large. Compare \((1-\eta)i\) with (3). If the two are within some tens of percent, solve the full balance with complexation and the operating temperature: in this example those two effects moved the threshold by 24% downward and 35% upward.
